Kinetic energy recovered by an unbalanced two-Gaussian basis for Dirac hydrogen

Examination question: an unbalanced two-Gaussian basis for the Dirac hydrogen atom

Conventions and data

Hartree atomic units are used (ħ = mₑ = e = 4πε₀ = 1): energies are in hartree (Eh), exponents in bohr⁻². The proton is a point charge of infinite mass, so V = −1/r. With energies measured from mc², the Dirac equation for the large and small two-component spinors ψ_L, ψ_S is

  V ψ_L + c (σ·p) ψ_S = E ψ_L
  c (σ·p) ψ_L + (V − 2c²) ψ_S = E ψ_S

with p = −i∇, σ_jσ_k = δ_jk + i Σ_l ε_jkl σ_l, c = 137.035999, 2c² = 37557.730 Eh and 1 Eh = 27.211386 eV. The basis has one normalized function for each component,

  L = N e^(−ar²) χ,  S = i M (σ·r) e^(−br²) χ,

with a, b, N, M positive and χ a constant normalized spinor, the same in both. The trial state is ψ_L = c_L L, ψ_S = c_S S.

Part (a). Find T = ½⟨L|p²|L⟩, V_L = ⟨L|V|L⟩, V_S = ⟨S|V|S⟩ and the function (σ·p)L.

Model answer. For a vector A with commuting components, (σ·A)² = Σ A_jA_k σ_jσ_k = A², because A_jA_k is symmetric in j, k and the ε term is antisymmetric. Hence (σ·r)² = r² and (σ·p)² = p². Since ∇e^(−ar²) = −2a r e^(−ar²),

  u ≡ (σ·p)L = (−i)(−2a)(σ·r)L = 2ia N (σ·r) e^(−ar²) χ.

This has the form of S with b replaced by a. It is linear in the coordinates (l = 1), and it has j = ½ because σ·r is a scalar under joint rotation of space and spin and L has j = ½: it is a p₁/₂ Gaussian.

Let I_n(β) = ∫₀^∞ rⁿ e^(−βr²) dr. From I₀ = ½√(π/β), I₁ = 1/(2β) and I_(n+2) = −dI_n/dβ,

  I₂ = √π/(4β^(3/2)), I₃ = 1/(2β²), I₄ = 3√π/(8β^(5/2)), I₅ = 1/β³.

The densities are L†L = N²e^(−2ar²) and S†S = M²r²e^(−2br²), so

  N⁻² = 4π I₂(2a) = (π/2a)^(3/2),  M⁻² = 4π I₄(2b) = (3/2)π^(3/2)/(2b)^(5/2).

Because σ·p is Hermitian and its square is p², T = ½⟨u|u⟩:

  T = ½ · 4a²N² · 4π I₄(2a) = 2a² (2a/π)^(3/2) (3/2)π^(3/2)/(2a)^(5/2) = 3a²/(2a) = 3a/2.

The potential terms are ratios of radial integrals:

  V_L = −I₁(2a)/I₂(2a) = −2√(2a/π),
  V_S = −I₃(2b)/I₄(2b) = −(4/3)√(2b/π).

Part (b). Evaluate Π = ⟨S|σ·p|L⟩ and show that f ≡ Π²/(2T) = (2√(ab)/(a + b))⁵. Give the range of f and its form for b close to a.

Model answer. The conjugate of S brings −i, and (σ·r)² = r², so

  Π = (−i)(2ia) NM ∫ r² e^(−(a+b)r²) d³r = 2aNM · 4π I₄(a+b) = 2aNM (3/2)π^(3/2)/(a+b)^(5/2).

The factor i in S makes Π real and positive. Squaring and inserting N² and M²,

  Π² = 4a² · (2a)^(3/2)π^(−3/2) · (2/3)(2b)^(5/2)π^(−3/2) · (9/4)π³/(a+b)⁵
    = 6a² (2a)^(3/2)(2b)^(5/2)/(a+b)⁵.

Writing (2a)^(3/2) = (2a)^(5/2)/(2a) and (2a)^(5/2)(2b)^(5/2) = (2√(ab))⁵,

  Π² = 3a s⁵,  s = 2√(ab)/(a+b),  f = Π²/(3a) = s⁵.

Since 2T = ⟨u|u⟩, f = |⟨S|u⟩|²/⟨u|u⟩ is the squared overlap of S with the normalized u. From (√a − √b)² ≥ 0 follows s ≤ 1, so 0 < f ≤ 1 with f = 1 only for b = a, the condition S ∝ (σ·p)L known as kinetic balance. With η = ln(b/a), dividing numerator and denominator of s by √(ab) gives

  s = 2/(e^(η/2) + e^(−η/2)) = 1/cosh(η/2).

Then cosh(η/2) ≈ 1 + η²/8 gives f ≈ 1 − 5η²/8 for small η. The fraction is even in η: a small component four times too tight loses as much as one four times too diffuse.

Part (c). Does f change if the small-component basis is (i) all three Cartesian p Gaussians of exponent b with both spins, or (ii) the single function z e^(−br²)χ↑, with χ = χ↑ in L?

Model answer. The six functions φ_kσ = i√3 M x_k e^(−br²)χ_σ are orthonormal: products x_jx_k with j ≠ k are odd in a coordinate and integrate to zero, and the angular average of x_k² is r²/3. The same argument with an extra factor −1/r shows that V in this space is V_S times the unit matrix, in any orthonormal recombination.

(i) The overlap of u with any function of this space is a radial integral, the same for all of them, times an angular and spin overlap with (σ·r)χ. Every combination orthogonal to S is therefore orthogonal to u as well, and V does not mix it with S. With both spins of L there are two functions S, orthogonal to each other since χ↑†r²χ↓ = 0. The 8×8 matrix splits into two identical 2×2 blocks and four uncoupled levels at V_S − 2c². The fraction is unchanged.

(ii) Acting on χ↑, (σ·r)χ↑ = zχ↑ + (x + iy)χ↓. The overlap of φ_z↑ with S is √3 M²∫z²e^(−2br²)d³r = √3/3, and only the component along S couples to u. So Π is multiplied by 1/√3 and the fraction is f/3, which is 1/3 even for b = a. The formula of part (b) thus requires the p₁/₂ combination to be in the basis.

Part (d). Solve the secular problem for the upper root, and find it through order 1/c². In what sense is f the recovered fraction of the kinetic energy?

Model answer. Projecting the two Dirac equations on L and S gives

  (V_L − E) c_L + cΠ c_S = 0,  cΠ c_L + (V_S − 2c² − E) c_S = 0,

and a nonzero solution needs

  (E − V_L)(E − V_S + 2c²) = c²Π².  (1)

With y = E − V_L and D = V_L − V_S + 2c² this is y² + Dy − c²Π² = 0, whose upper root is

  E = V_L − D/2 + √(D²/4 + c²Π²).  (2)

Dividing (1) by the second bracket,

  E = V_L + (Π²/2)/(1 + δ),  δ = (E − V_S)/(2c²).

At fixed a and b the limit c → ∞ sends δ to zero for the upper root, and with Π²/2 = fT,

  E₀ = fT + V_L = (3a/2) f − 2√(2a/π).  (3)

Using 1/(1 + δ) = 1 − δ + O(δ²) and E = E₀ inside δ,

  E = E₀ − fT (E₀ − V_S)/(2c²) + O(c⁻⁴),  (4)

valid while |E₀ − V_S| ≪ 2c² (small δ) and fT ≪ 2c² (so that E₀ may replace E inside δ, the relative error of that step being fT/(2c²)). The Dirac matrix contains no p²/2; the kinetic energy appears only on eliminating the small component, as ½⟨u|S⟩⟨S|u⟩. A complete small-component basis would put the unit operator in place of |S⟩⟨S| and give ½⟨u|u⟩ = T. The attraction V_L is kept in full, while the positive term is cut to fT. The reading of f as a fraction of T is exact in the limit (3); at finite c the positive term is fT/(1 + δ), which equals fT only if the exponents happen to make E = V_S.

Part (e). Establish the reference energies: a lower bound for the Schrödinger expectation value, and the Dirac 1s energy.

Model answer. Let A_k = p_k − i x_k/r. Since [p_k, F] = −i∂_kF and ∇·(r/r) = 2/r,

  Σ A_k†A_k = p² + 1 − i Σ [p_k, x_k/r] = p² + 1 − 2/r.

The left side has a nonnegative expectation value, so ⟨p²/2 − 1/r⟩ ≥ −½ for every normalized function.

For the Dirac equation try ψ_L = g(r)χ, ψ_S = i h(r)(σ·r̂)χ. Then (σ·p)ψ_L = −i g′(σ·r̂)χ. Writing h σ·r̂ = (h/r)σ·r and using (σ·∇)(σ·r) = Σσ_k² = 3,

  (σ·p)ψ_S = [r (h/r)′ + 3h/r]χ = (h′ + 2h/r)χ.

The radial equations are

  (−1/r − E)g + c(h′ + 2h/r) = 0,  −c g′ + (−1/r − 2c² − E)h = 0.

Put g = r^(γ−1)e^(−r), h = kg, so g′/g = (γ−1)/r − 1. The second equation gives k = c(1 − γ) from the 1/r terms and c = k(2c² + E) from the constants. The first gives ck(γ + 1) = 1 and E = −ck. Hence c²(1 − γ²) = 1 and

  E_D = c²(γ − 1),  γ = √(1 − 1/c²).

The remaining condition holds: k(2c² + E) = c(1 − γ)c²(1 + γ) = c. The solution is nodeless, and γ ≈ 1 − 1/(2c²) − 1/(8c⁴) gives E_D ≈ −½ − 1/(8c²), so it is the 1s level: E_D = −0.50000666 Eh = −13.6059 eV.

Part (f). For c → ∞, find the best exponent a₀ and energy of the balanced basis. Then compute the energy for a = a₀, b = 4a₀, in the limit and at the physical c.

Model answer. Hold f fixed and set w = √a in (3): E₀ = (3f/2)w² − 2√(2/π) w. The derivative vanishes at w = 2√(2/π)/(3f), a minimum because the w² coefficient is positive. There the first term is (3f/2)·8/(9πf²) = 4/(3πf) and the second is −8/(3πf), so

  a = 8/(9πf²),  E₀ = −4/(3πf).  (5)

For f = 1, a₀ = 8/(9π) = 0.282942, T = 4/(3π) = 0.424413 Eh, V_L = −8/(3π) = −0.848826 Eh and E₀ = −0.424413 Eh = −11.5489 eV, above −½ as part (e) demands, since (3) with f = 1 is the Schrödinger expectation value.

For b = 4a₀ = 1.131768:

  s = 2√4/(1 + 4) = 0.8,  f = 0.8⁵ = 0.327680,
  fT = 0.327680 × 0.424413 = 0.139072 Eh  (Π = √(2fT) = 0.527393),
  E₀ = 0.139072 − 0.848826 = −0.70975 Eh = −19.3134 eV.

With V_S = −1.131768 Eh and the unrounded E₀ = −0.70975465 Eh, the correction in (4) is

  −0.139072 × (−0.709755 + 1.131768)/37557.730 = −1.563×10⁻⁶ Eh,

and E₀ plus this correction agrees with the root (2), −0.70975621 Eh. The upper root lies 0.209750 Eh below the exact Dirac energy. This is variational collapse. It comes from the missing (1 − f)T and is present at c → ∞; the relativistic correction is five orders of magnitude smaller. The eight decimals serve only to display that correction within this model. A lone p_z function would give the fraction f/3 = 0.109227.

Part (g). For c → ∞, how large a mismatch b/a takes the energy below −½, (i) at a = a₀ and (ii) with a re-optimized at fixed b/a? Give the energy of case (ii) for b/a = 4.

Model answer. (i) At a₀, E₀ = (4/(3π))(f − 2). This is below −½ when f − 2 < −3π/8, that is f < 2 − 3π/8 = 0.821903. To convert to a ratio, put q = √(b/a): s = 2q/(1 + q²) gives sq² − 2q + s = 0, so

  q = (1 ± √(1 − s²))/s,  s = f^(1/5).

The two roots multiply to 1. The larger gives b/a = 1.7574, so collapse occurs for b/a above 1.7574 or below its reciprocal. Values on both sides of the threshold:

  b/a = 1.5: f = 0.902980, E₀ = −0.465590 Eh
  b/a = 2:  f = 0.744936, E₀ = −0.532666 Eh
  b/a = 10: f = 0.062833, E₀ = −0.822159 Eh

At b/a = 1.5 the energy is closer to −½ than the balanced value, but only because lost kinetic energy offsets part of the error of a single Gaussian; L is the same function. As f → 0 at fixed a₀, E₀ falls towards V_L = −0.848826 Eh, a floor it does not reach.

(ii) Fixed b/a means fixed f, so (5) applies. The energy is below −½ when f < 8/(3π) = 0.848826, or b/a beyond 1.6735 or its reciprocal. For b/a = 4,

  a = 0.282942/0.327680² = 2.6351,  E₀ = −0.424413/0.327680 = −1.2952 Eh = −35.2444 eV.

Equation (3) is the energy of a particle of mass 1/f, and the orbital shrinks accordingly. Minimizing the finite-c root numerically gives a = 2.636 and −1.295281 Eh, against −1.295206 Eh in the limit. Equation (4) accounts for the difference: fT = 1.295206 Eh by (5), V_S scales as √b and becomes −1.131768/0.327680 = −3.4539 Eh, and −1.295206 × (3.4539 − 1.2952)/37557.730 = −7.4×10⁻⁵ Eh. As f → 0, (5) is unbounded below, but it cannot be followed that far, since |E₀ − V_S| ≪ 2c² fails.

Part (h). At finite c, describe the upper root when b is fixed and a → ∞. Is it bounded below over all a and b?

Model answer. Let m be the larger of the diagonal elements V_L and V_S − 2c², which differ by |D|. From (2), E − m = √(D²/4 + c²Π²) − |D|/2, which lies between 0 and cΠ. So

  m ≤ E ≤ m + cΠ.

For a ≫ b, s ≈ 2√(b/a) and Π² ≈ 96 b^(5/2)a^(−3/2) → 0. For any fixed b the root therefore tends to V_S − 2c² as a → ∞. It also follows V_L on the way down if cΠ is already small against 2c² where the diagonal elements cross. For moderate b the crossing lies near V_L = −2c², and the estimate for Π² turns the condition into b^(5/2) ≪ c²a^(3/2)/24 at that a, or b ≪ 2.5×10⁶. For a much tighter small component the root is still far above both diagonal elements at the crossing. V_L = −2c² means √(2a/π) = c², or a = πc⁴/2 = 5.5393×10⁸. For b = 1 the upper root is −15.9120 Eh at a = 10², −1595.7691 Eh at a = 10⁶ and −37558.7940 Eh at a = 10¹⁰. The last equals V_S − 2c² to the digits shown and lies about 1 Eh below −2c², where the negative-energy continuum of the exact operator begins. Along a = b² → ∞, Π² ≈ 96 b^(−1/2) → 0 while both diagonal elements go to −∞, so the upper root has no lower bound even at finite c. Minimizing over both exponents is meaningless.

Part (i). Show how maximizing over the small component before minimizing over a changes this. State what is proved and what is not.

Model answer. For c → ∞, (3) is largest over b at f = 1. The maximum is T + V_L ≥ −½ by part (e), so the bound is restored, and the minimum over a is −4/(3π).

At finite c, take the logarithm of E − V_L = 3ac²f/(2c² + E − V_S), differentiate with respect to η at fixed a, and set dE/dη = 0. With d ln f/dη = −(5/2)tanh(η/2), and dV_S/dη = V_S/2 because V_S ∝ e^(η/2),

  (5/2) tanh(η/2) = V_S/[2(2c² + E − V_S)].

To leading order in 1/c², 5η/4 = V_S/(4c²) with V_S taken at b = a, so η* ≈ V_S/(5c²). At a₀ this is −0.565884/(2.5 × 37557.730) = −6.027×10⁻⁶: the maximizing b is very slightly smaller than a.

Now let S be any normalized small component, and W_x = 2c² + x + 1/r, which is positive for x ≥ −2c². Equation (1), with |⟨S|u⟩|² for Π², reads E − V_L = c²|⟨S|u⟩|²/⟨S|W_E|S⟩. For E > −2c² the Cauchy–Schwarz inequality applied to W_E^(1/2)S and W_E^(−1/2)u gives

  |⟨S|u⟩|² ≤ ⟨S|W_E|S⟩⟨u|W_E⁻¹|u⟩,

so F(E) ≥ 0, where F(x) = V_L + c²⟨u|W_x⁻¹|u⟩ − x. F decreases strictly and tends to −∞. At x = −2c², W⁻¹ = r and ⟨u|r|u⟩ = 3a I₅(2a)/I₄(2a) = 4√(2a/π), so F = 2c² + (4c² − 2)√(2a/π) > 0 for c² > ½. There is one root λ(a) > −2c²,

  λ = V_L + ⟨u| c²/(2c² + λ + 1/r) |u⟩,

and F(E) ≥ 0 means E ≤ λ; a root with E ≤ −2c² is below λ trivially. Equality holds for S ∝ W_λ⁻¹u. So λ(a) is the maximum over all small components, and no choice of b exceeds it.

The gap between λ and the balanced root follows from averages over the normalized u. With W = 2c²(1 + ε), λ − V_L = T⟨1/(1+ε)⟩, while the balanced root has T/(1 + ⟨ε⟩). These agree at first order and differ at second by T(⟨ε²⟩ − ⟨ε⟩²) = T(⟨r⁻²⟩ − V_S²)/(2c²)², with ⟨r⁻²⟩ = I₂(2a)/I₄(2a) = 4a/3. At a₀ the numerator is 0.424413 × (0.377256 − 0.320225) = 0.0242. At the physical c the gap is about 2×10⁻¹¹ Eh, which is why λ(a₀) and the balanced root both read −0.42441478 Eh. The minimum of λ over a (at a = 0.28295) reads the same for a separate reason. For b = a the 1/c² term of (4), which λ shares, is −[9a²/4 − a√(2a/π)]/(2c²), with slope −1/(πc²) at a₀, while E₀ is stationary there with curvature ½√(2/π) a₀^(−3/2) = 2.65. The optimum therefore moves by slope/curvature ≈ 6×10⁻⁶ and the energy drops by only slope²/(2 × curvature) ≈ 5×10⁻¹¹ Eh. For the model value c = 3 the leading-order estimate is 0.0242/18² = 7.5×10⁻⁵ Eh; the computed values are −0.4276478 Eh (balanced) and λ = −0.4275790 Eh, a gap of 6.9×10⁻⁵ Eh. Fourteen p shells with exponents 2^k a₀, k = −1, …, 12, give −0.4275790 Eh, equal to λ to the digits shown.

Proved here: the bound −½ for c → ∞, and E ≤ λ(a) at finite c. Not proved here: the minimax statement λ ≥ E_D for a general large component. It is tested for Gaussian L only, at 33 values of a from 10⁻² to 10⁶ and at the minimum of λ. Kinetic balance falls short of the full maximum at order c⁻⁴, so even that statement would give no strict bound for the balanced root; here the balanced root lies above E_D because the basis error of one Gaussian, about 0.076 Eh relative to E_D, is far larger.

The numerical check tests the integrals, f, f/3, (2), (3), the c⁻⁴ remainder of (4), (5), both thresholds, the large-a behaviour at b = 1, η* and E ≤ λ against radial quadrature and four-component matrices built from independent integrals; its radial functions are P = rg and Q = −rh.

Numbers as computed

```
c = 137.035999 au
2c^2 = 37557.730 Eh
1 Eh = 27.211386 eV
exact Dirac 1s = -0.50000666 Eh
exact Dirac 1s = -13.6059 eV
a0 = 0.282942 bohr^-2
b=4a0 = 1.131768 bohr^-2
s = 0.800000 
f = 0.327680 
f/3 (lone p_z) = 0.109227 
T = 0.424413 Eh
f T = 0.139072 Eh
Pi = 0.527393 au
VL = -0.848826 Eh
VS(b=4a0) = -1.131768 Eh
VS(b=a0) = -0.565884 Eh
balanced E, c->inf = -0.42441318 Eh
balanced E, c->inf = -11.5489 eV
balanced E, finite c = -0.42441478 Eh
collapsed E, c->inf = -0.70975465 Eh
collapsed E, c->inf = -19.3134 eV
1/c^2 correction = -1.563e-06 Eh
collapsed E, finite c = -0.70975621 Eh
collapsed minus exact = -0.209750 Eh
a reoptimized, b/a=4, c->inf = 2.635104 bohr^-2
E reoptimized, c->inf = -1.295206 Eh
E reoptimized, c->inf = -35.2444 eV
a reoptimized, finite c = 2.636 bohr^-2
E reoptimized, finite c = -1.295281 Eh
threshold f, a=a0 = 0.821903 
threshold b/a, a=a0 = 1.7574 
threshold f, a free = 0.848826 
threshold b/a, a free = 1.6735 
b/a=1.5: f = 0.902980, E(a0, c->inf) = -0.465590 Eh
b/a=2.0: f = 0.744936, E(a0, c->inf) = -0.532666 Eh
b/a=10.0: f = 0.062833, E(a0, c->inf) = -0.822159 Eh
b=1 bohr^-2, a=1e+02 bohr^-2: upper root = -15.9120 Eh
b=1 bohr^-2, a=1e+06 bohr^-2: upper root = -1595.7691 Eh
b=1 bohr^-2, a=1e+10 bohr^-2: upper root = -37558.7940 Eh
VS(b=1) - 2c^2 = -37558.7940 Eh
a where VL=-2c^2 = 5.5393e+08 bohr^-2
ln(b*/a0) maximizing E = -6.027e-06 
lam(a0) = -0.42441478 Eh
min over a of lam = -0.42441478 Eh
at a = 0.28295 bohr^-2
model c=3: E(a0,a0) = -0.4276478, 14 p shells = -0.4275790, lam = -0.4275790 Eh
```
